# Ionization Degree at Which Coulomb Exchange Rivals Elastic Cooling

## Result

An electron of energy $\varepsilon$ moves in an atomic gas of density $N$ that contains free electrons of density $n_e$. It loses energy to atoms (mass $M$, momentum-transfer cross section $\sigma_m$) and exchanges energy with other electrons (mass $m$). With the struck particles taken at rest, the two rates are equal at the ionization degree $\alpha_*=n_e/N$ given by

$$
\alpha_* L=A,\qquad A=\frac{2m}{M}\,\frac{\sigma_m\varepsilon^2}{2\pi k^2},\qquad k=\frac{e^2}{4\pi\epsilon_0}. \tag{1}
$$

Here $L\simeq\ln\Lambda$ is the Coulomb logarithm, $\Lambda=\lambda_D\varepsilon/k$, and $\lambda_D$ is the electron Debye length. Since $\lambda_D$ depends on $n_e$, (1) is an implicit equation. Let $\ell$ be $\ln\Lambda$ evaluated at the trial ionization $\alpha=A$. For large $\ell$,

$$
\alpha_*=\frac{A}{\ell}\left[1-\frac{\ln\ell}{2\ell}+O\!\left(\frac{\ln^2\ell}{\ell^2}\right)\right]. \tag{2}
$$

For argon at 1 eV with a rough cross section of $1.5\times10^{-16}$ cm², $\alpha_*\approx3\times10^{-9}$. This marks where two local rates are equal. Reshaping the whole energy distribution takes about ten times more ionization in the model below, and controlling the tail above the excitation threshold takes far more still.

## Elastic cooling

Let the atom be at rest. The centre of mass moves at $m\mathbf v/(m+M)$, and a collision turns the relative velocity into the direction $\mathbf n$ without changing its length:

$$
\mathbf v'=\frac{m\mathbf v+Mv\,\mathbf n}{m+M},\qquad
1-\frac{v'^2}{v^2}=1-\frac{m^2+M^2+2mM\cos\theta}{(m+M)^2}
=\frac{2mM(1-\cos\theta)}{(m+M)^2}.
$$

For $m\ll M$ the lost fraction is $(2m/M)(1-\cos\theta)$. Multiplying by $Nv\,d\sigma$ and integrating, with $\sigma_m=\int(1-\cos\theta)\,d\sigma$, gives

$$
\frac{d\varepsilon}{dt}=-\frac{2m}{M}\nu_m\varepsilon,\qquad \nu_m=N\sigma_m v. \tag{3}
$$

## Coulomb energy exchange

The frequency to set against (3) must count energy transfer, not deflection. Take the struck electron at rest, a good approximation for a fast electron. At the mean energy this gives the scale of the exchange, not the net loss, because faster field electrons return energy. For a Maxwellian, the shell rates derived below make the net loss there only 0.30 of this estimate. The reduced mass is $\mu=m/2$, and the final velocity is $\mathbf v'=\tfrac12(\mathbf v+v\mathbf n)$. The retained energy fraction is $(1+\cos\theta)/2$, so the transferred fraction is $\sin^2(\theta/2)$.

The angle follows from the momentum change $2\mu v\sin(\theta/2)$ along the symmetry axis of the orbit. With $\varphi$ measured from that axis and $r^2\dot\varphi=vb$ from angular momentum,

$$
2\mu v\sin\frac\theta2=\int\frac{k}{r^2}\cos\varphi\,dt
=\frac{k}{vb}\int_{-(\pi-\theta)/2}^{(\pi-\theta)/2}\cos\varphi\,d\varphi
=\frac{2k}{vb}\cos\frac\theta2 .
$$

Hence $\tan(\theta/2)=b_{90}/b$ with $b_{90}=k/(\mu v^2)=k/\varepsilon$, and $\sin^2(\theta/2)=1/(1+b^2/b_{90}^2)$. Screening is represented by stopping at $b=\lambda_D$:

$$
\sigma_E=\int_0^{\lambda_D}\frac{2\pi b\,db}{1+b^2/b_{90}^2}
=\pi b_{90}^2\ln(1+\Lambda^2)=2\pi b_{90}^2L,\qquad L=\tfrac12\ln(1+\Lambda^2). \tag{4}
$$

As a test, two-electron trajectories were integrated numerically for impact parameters up to $6b_{90}$. The loss area they gave was 0.9995 times that of (4) with the same cutoff.

The energy-exchange frequency is $\nu_{ee}=n_ev\sigma_E$. Setting $n_ev\sigma_E=(2m/M)N\sigma_mv$ cancels the speed and gives (1). At fixed $\sigma_m$, $\alpha_*$ grows as $\varepsilon^2$ apart from the logarithm, because fast electrons interact weakly with one another. Gas density enters through the logarithm alone.

## The logarithm and its first correction

Take $\varepsilon$ to be the mean energy and let $T=2\varepsilon/3$ be the equivalent temperature in energy units. With screening by electrons alone,

$$
\lambda_D^2=\frac{\epsilon_0T}{n_ee^2}=\frac{T}{4\pi k\,\alpha N}.
$$

Thus $\Lambda\propto\alpha^{-1/2}$. For $\Lambda\gg1$, $L=\ln\Lambda+O(\Lambda^{-2})$, and relative to its value at $\alpha=A$,

$$
L=\ell-\tfrac12\ln\frac{\alpha_*}{A}=\ell+\tfrac12\ln L,
$$

where the last step uses $\alpha_*/A=1/L$. To leading order $L=\ell$. Putting this into the small term gives $L=\ell+\tfrac12\ln\ell+\dots$; inverting it gives (2). The expansion needs $\ell\gg\ln\ell$. It fails in dense, cool plasmas where $\Lambda$ is no longer large, and there the binary-collision picture fails too.

## Numbers for argon

The chosen conditions are 100 Torr, 300 K and a mean electron energy of 1 eV. They give $N=3.219\times10^{18}$ cm⁻³ and $2m/M=2.746\times10^{-5}$. With $k=1.44\times10^{-7}$ eV cm, $b_{90}=1.44$ nm and

$$
A=\frac{(2.746\times10^{-5})(1.5\times10^{-16})}{2\pi(1.44\times10^{-7})^2}=3.16\times10^{-8}.
$$

At $\alpha=A$ the electron density is $1.02\times10^{11}$ cm⁻³. With $T=0.667$ eV, $\lambda_D=19.0$ µm, so $\ell=\ln(19.0\times10^3/1.44)=9.49$. Successive results are:

- leading order: $\alpha_*=A/\ell=3.33\times10^{-9}$;
- with the correction: $3.33\times10^{-9}\,(1-0.119)=2.94\times10^{-9}$;
- numerical solution of (1): $2.96\times10^{-9}$, with $L=10.67$ and $\lambda_D=62$ µm.

Relative to the numerical solution, the leading term is 12% high and the corrected one about 1% low. The rough cross section used here is not accurate to 1%, so the remaining error of the corrected formula is unimportant.

The critical density is $n_e=9.5\times10^{9}$ cm⁻³ ($9.5\times10^{15}$ m⁻³). As a check on the balance, $\nu_m=2.86\times10^{10}$ s⁻¹, and multiplying by $2m/M$ gives $7.9\times10^5$ s⁻¹, the same as $\nu_{ee}$. So little ionization suffices because $\sigma_E=1.4\times10^{-12}$ cm² is about $10^4$ times $\sigma_m$, while elastic collisions remove only a few parts in $10^5$ of the energy.

## What happens to the distribution

Equal rates do not say how far the distribution has changed. For that, field electrons in motion must be included.

**Coulomb energy rate.** Let the test electron have velocity $\mathbf v$ and a field electron $\mathbf u$, with $\mathbf g=\mathbf v-\mathbf u$. In a collision the test velocity changes by $\Delta\mathbf g/2$, and its energy by $(m/2)\mathbf V\cdot\Delta\mathbf g$, where $\mathbf V=(\mathbf v+\mathbf u)/2$. Averaging over azimuth gives $\Delta\mathbf g\to-\mathbf g(1-\cos\theta)$. Since $1-\cos\theta=2\sin^2(\theta/2)$, the transport cross section is twice (4), now with $b_{90}=2k/(mg^2)$:

$$
\sigma_{tr}=4\pi b_{90}^2L=\frac{4\Gamma}{g^4},\qquad \Gamma=\frac{4\pi k^2L}{m^2}.
$$

Variation of $L$ with $g$ is ignored. With $\mathbf V\cdot\mathbf g=(v^2-u^2)/2$, the energy rate per unit field density is $-m\Gamma(v^2-u^2)/g^3$. For an isotropic shell of speed $u$,

$$
\langle g^{-3}\rangle=\frac1{2vu}\left[\frac1{|v-u|}-\frac1{v+u}\right]=\frac{1}{\max(v,u)\,|v^2-u^2|}.
$$

The rate is therefore $-m\Gamma/v$ for $v>u$ and $+m\Gamma/u$ for $v<u$. Within a pair the gain and loss cancel, so energy is conserved.

**Speed diffusion.** At small angles the kick transverse to $\mathbf g$ is $g\theta/2$, and $\theta^2\simeq2(1-\cos\theta)$. The total transverse variance per unit time and density is $g\,(g^2/4)\,2\sigma_{tr}=2\Gamma/g$, or $\Gamma/g$ in each of two directions. Its projection on $\mathbf v$ contains the factor $1-(\hat{\mathbf v}\cdot\hat{\mathbf g})^2=u^2(1-\eta^2)/g^2$, where $\eta$ is the cosine of the angle between $\mathbf v$ and $\mathbf u$. The diffusion coefficient is half the variance rate. Integrating by parts with $\partial_\eta g^{-1}=vu\,g^{-3}$,

$$
D=\frac{\Gamma u^2}{4}\int_{-1}^{1}\frac{1-\eta^2}{g^3}d\eta
=\frac{\Gamma u}{2v}\int_{-1}^{1}\frac{\eta}{g}d\eta=\frac{\Gamma u^2}{3\max(v,u)^3}.
$$

The last step uses the first Legendre term of $1/g$, which makes the integral $\tfrac23\min(v,u)/\max(v,u)^2$. Define $J=v^2D/\Gamma$. It equals $u^2/(3v)$ for $u<v$ and $v^2/(3u)$ for $u>v$.

**Coulomb flux.** A number-conserving drift and diffusion in speed has the form

$$
\left.\frac{\partial f}{\partial t}\right|_{ee}=\frac{n_e\Gamma}{v^2}\frac{\partial}{\partial v}\left(If+J\frac{\partial f}{\partial v}\right).
$$

Multiplying by $mv^2/2$ and integrating by parts twice gives an energy rate $m\Gamma[-I/v+(vJ)'/v^2]$ per electron and unit density. For $u<v$, $vJ$ is constant, so matching to $-m\Gamma/v$ requires $I=1$. For $u>v$, $(vJ)'/v^2=1/u$, so $I=0$. Summed over all shells, $I(v)$ is the fraction of electrons slower than $v$.

For a Maxwellian, normalized by $4\pi\int fv^2dv=1$, the flux vanishes if $I=(m/T)vJ$. Both sides are zero at $v=0$. Their derivatives agree, because

$$
\frac mT(vJ)'=\frac mT v^2\,4\pi\!\int_v^\infty\! uf\,du=4\pi v^2f=I'.
$$

**Elastic and field terms.** Equation (3) means $dv/dt=-(m/M)\nu_mv$. A weak field $E$, with $a=eE/m$, produces an anisotropic part $f_1\cos\vartheta$, where $\vartheta$ is the angle to the force. In the steady state $af'=-\nu_mf_1$. The mean outward flux density in velocity space is $af_1/3=-a^2f'/(3\nu_m)$. Setting the sum of all fluxes to zero,

$$
\frac mM\nu_mv^3f+\frac{a^2v^2}{3\nu_m}f'+n_e\Gamma(If+Jf')=0.
$$

Take $\sigma_m$ constant, divide by $(m/M)N\sigma_m$, and measure speed as $x=v/v_0$, where $v_0$ is the speed at the mean energy. From here on $J$ is in units of $v_0$ and a prime means $d/dx$:

$$
(x^4+rI)f+(hx+rJ)f'=0,\qquad
r=\frac{n_e\Gamma M}{mN\sigma_mv_0^4}=\frac{\alpha}{\alpha_*},\qquad
h=\frac{a^2M}{3mN^2\sigma_m^2v_0^4}. \tag{5}
$$

The identification of $r$ follows from $2\pi b_{90}^2L=2\Gamma/v_0^4$ in (1). In all comparisons of $r$ below, $L$ and the mean energy are held fixed.

## The two limits

**No Coulomb exchange.** At $r=0$, $f'/f=-x^3/h$, so $f\propto e^{-x^4/4h}$, the Druyvesteyn distribution. Substituting $t=x^4/4h$ in the moments, the condition $\langle x^2\rangle=1$ becomes $2\sqrt h\,\Gamma(5/4)/\Gamma(3/4)=1$, where $\Gamma(\cdot)$ is the gamma function. This gives $h=0.457$. Solving the definition of $h$ for the field,

$$
\frac EN=\sigma_m\frac{2\varepsilon}{e}\sqrt{\frac{3hm}{M}}=0.13\ \text{Td}.
$$

This limit was tested by a Monte Carlo simulation with constant free path, an atom 100 times heavier than the electron and field acceleration 0.117 in model units. The mean square speed was 1.013, against 0.9993 from the formula, a difference of 1.4%. The light model atom and sampling noise were not separated as causes.

**Strong Coulomb exchange.** For large $r$, $f$ approaches $e^{-3x^2/2}$. Multiplying (5) by $x$ and integrating removes the Coulomb part, which conserves energy:

$$
\int x^5f\,dx=-h\int x^2f'\,dx=2h\int xf\,dx .
$$

For the Maxwellian the integrals are $(3/2)^{-3}$ and $1/3$, so $h\to4/9$. In the tail nearly all electrons are slower, so $I=1$ and $J=1/(3x)$. Expanding for $x^2\ll r$ and $x^4\ll r$,

$$
\frac{f'}f=-\frac{x^4+r}{hx+r/(3x)}=-3x-\frac{3x^5-4x^3}{r}+\dots,\qquad
\ln f=\text{const}-\frac{3x^2}2+\frac{x^4-x^6/2}{r}+\dots
$$

The first correction depletes the far tail. Its leading term $-x^6/(2r)$ reaches $-1$ at $x^2=(2r)^{1/3}$, so for large $r$ the tail is clearly depleted from about $(2r)^{1/3}$ times the mean energy. The $x^4/r$ term delays this: in solutions of (5), $f$ falls to $1/e$ of the Maxwellian at 13.4 times the mean energy for $r=1000$ (estimate 12.6), but at 4.1 times for $r=10.8$ (estimate 2.8). Elastic drag overtakes Coulomb drag only later, at $x^4=r$, or $\sqrt r$ times the mean energy. The depletion comes first because small changes of slope add up along the tail. A distribution can thus be Maxwellian in its body and depleted beyond it.

## Where the change occurs

A convenient measure of shape is $\langle\varepsilon^2\rangle/\langle\varepsilon\rangle^2$. It is $\Gamma(7/4)\Gamma(3/4)/\Gamma(5/4)^2=1.371$ for Druyvesteyn and $5/3$ for a Maxwellian. Numerical solution of (5) gives 1.402 at $r=1$, about a tenth of the way, and 1.662 at $r=1000$. The midpoint lies at $r=10.8$.

Part of this delay is local. The integrand of $\langle\varepsilon^2\rangle$ for a Maxwellian, $x^6e^{-3x^2/2}$, peaks at $x^2=2$. There the elastic term in (5) is $x^4=4$, so equality of the drags needs $r$ of about 4 or slightly more. The remaining factor of between two and three is not explained by this argument.

At fixed $L$ the midpoint is $\alpha=3.2\times10^{-8}$. Allowing $L$ to fall by $\tfrac12\ln10.8=1.2$ at the higher density raises it to about $3.6\times10^{-8}$.

## Comparison with a real plasma

The example is an idealization of weakly driven, pure argon at sub-atmospheric pressure, away from the active zone of a reactor. At a mean energy of 1 eV direct ionization is too rare to sustain such a plasma, so its electrons must be supplied from elsewhere or remain from an earlier pulse. An assumed density of $10^{11}$ cm⁻³ gives $\alpha=3.1\times10^{-8}$ and $r\approx10$, close to the midpoint found for a constant cross section. The constant cross section is the weakest assumption, since that of argon varies strongly at these energies. With $\sigma_m$ proportional to energy and equal to the same value at 1 eV, the midpoint moves to $r=35$, about three times higher, and the example then lies well below it. Real gas is often hotter than 300 K, and active zones have more energetic electrons, for which inelastic losses matter.

The other neglected effects have these sizes:

- **Excitation power.** With a rough constant cross section of $10^{-17}$ cm² above 11.55 eV, inelastic power is 1.2% of elastic power for a Maxwellian of 1 eV mean energy. The two match at an electron temperature of 0.95 eV. Both figures use the constant $\sigma_m$; with $\sigma_m$ proportional to energy they become 0.6% and 1.07 eV. With a Maxwellian tail, elastic cooling therefore governs the power balance only below roughly 1 eV. A depleted tail excites less and moves the crossing higher.
- **Tail.** At 12 eV, the energy-loss area $10^{-17}(11.55/12)$ cm² replaces $(2m/M)\sigma_m$. The two energy-loss rates are then equal at $\alpha\approx1.6\times10^{-3}$. The excitation rate is less demanding, because Coulomb exchange need only refill the tail over an energy of about $T$, not 11.55 eV. It drops to roughly half its Maxwellian value when $\alpha$ is smaller by about $T/(11.55\ \text{eV})$, that is, at $\alpha$ of order $10^{-4}$. Solving the tail equation with this excitation loss gives 0.40 of the Maxwellian rate at $9\times10^{-5}$ and half of it at $1.5\times10^{-4}$. This is still far above $\alpha_*$, so a Maxwellian body does not imply a Maxwellian excitation rate.
- **Molecules.** An impurity with an assumed loss cross section of $10^{-16}$ cm² and quantum of 0.3 eV matches the elastic cooling of a 1 eV electron at a fraction of $1.4\times10^{-4}$. That doubles the loss and hence roughly doubles $\alpha_*$.
- **Transport.** Diffusion at $v\lambda/3$ during the cooling time $M\lambda/(2mv)$ covers $\lambda\sqrt{M/6m}$. With free path $\lambda=21$ µm this is 0.23 cm. The local balance needs a plasma larger than this.
- **Interrupted encounters.** The free path is shorter than the Debye length. Stopping the Coulomb range there raises $\alpha_*$ to $3.3\times10^{-9}$, or 11%.
- **Gas temperature.** The thermal energy of the atoms is 4% of the mean electron energy and weakens the cooling averaged over a Maxwellian by that fraction. For an electron at 1 eV the reduction is 5% with constant $\sigma_m$ and 8% with $\sigma_m$ proportional to energy.
- **Diffraction.** The reduced relative wavelength, 0.39 nm, is below $b_{90}=1.44$ nm, so the classical logarithm is reasonable at 1 eV. At 12 eV the two lengths are about equal (0.11 and 0.12 nm), so it is only marginal in the tail estimate.
- **Ions.** At $\alpha_*$, singly charged ions contribute $1.4\times10^{-5}$ of the neutral momentum transfer, which is negligible.

Most of these values are printed in the numerical output.

## Computed results

```
Trajectory / formula Coulomb loss area: 0.9995
Kinematic / formula elastic loss: 1
Monte Carlo mean square speed: 1.013 model units
Druyvesteyn mean square speed: 0.9993 model units
Argon pressure: 100 Torr
Gas temperature: 300 K
Mean electron energy: 1 eV
Equivalent electron temperature: 0.6667 eV
Rough momentum-transfer cross section: 1.5e-16 cm2
Argon density: 3.219e+18 cm^-3
Elastic factor 2m/M: 2.746e-05
Electron speed at 1 eV: 5.931e+07 cm/s
Neutral momentum-transfer frequency: 2.864e+10 s^-1
Coulomb energy-exchange frequency at balance: 7.864e+05 s^-1
Coulomb distance b90: 1.44 nm
Debye length at balance: 62.16 um
Coulomb logarithm L: 10.67
Coulomb energy-loss cross section: 1.39e-12 cm2
Critical ionization degree alpha_star: 2.963e-09
Critical electron density: 9.536e+09 cm^-3
Field coefficient h without Coulomb exchange: 0.457
Reduced field without Coulomb exchange: 0.1302 Td
Druyvesteyn shape ratio: 1.371
Shape ratio at alpha_star: 1.402
Maxwellian shape ratio: 1.667
Shape ratio at 1000 alpha_star: 1.662
Midpoint alpha/alpha_star, constant cross section: 10.83
Midpoint ionization degree, constant cross section: 3.207e-08
Midpoint alpha/alpha_star, cross section proportional to energy: 34.64
Rough plasma density for comparison: 1e+11 cm^-3
Its ionization degree: 3.107e-08
Its alpha/alpha_star: 10.49
Gas thermal energy / electron mean energy: 0.03878
Excitation threshold: 11.55 eV
Rough excitation cross section: 1e-17 cm2
Inelastic / elastic power, Maxwellian at 1 eV mean: 0.01153
Electron temperature where these powers match: 0.9483 eV
Tail test energy: 12 eV
Ionization degree for Coulomb / excitation balance in tail: 0.001624
Assumed molecular loss cross section: 1e-16 cm2
Assumed molecular energy quantum: 0.3 eV
Molecular fraction matching elastic loss: 0.0001373
Electron mean free path: 20.71 um
Elastic energy-relaxation length: 0.2282 cm
Critical ionization if Coulomb range stops at mean free path: 3.303e-09
Reduced relative de Broglie wavelength: 0.3904 nm
Electron-ion / electron-neutral momentum transfer: 1.373e-05
```
